# Electronic conductivity minimum of an oxide with acceptor-fixed oxygen vacancies

## Problem

An oxide crystal exchanges oxygen with a gas at temperature \(T\) and oxygen pressure \(P\). It contains a concentration \(A\) of acceptors, each carrying charge \(-e\), and oxygen vacancies of charge \(+2e\) with concentration \(V\). Electrons and holes have concentrations \(n\) and \(p\) and mobilities \(\mu_n\) and \(\mu_p\). All species are dilute, the carriers are nondegenerate, and the mobilities do not depend on \(P\). Below, \(P\) is measured in Torr, and \(\ln P\) means \(\ln(P/1\ \mathrm{Torr})\).

(a) Derive the mass-action laws for creating an electron–hole pair and for removing oxygen.

(b) Find how \(n\) and \(p\) depend on \(P\) when the acceptors fix the vacancy concentration, and find where this dependence fails.

(c) Show that the electronic conductivity \(\sigma=e(\mu_n n+\mu_p p)\) has a single minimum. Is it marked by equal concentrations or by equal contributions to \(\sigma\)? Find its value, position and shape.

(d) What changes when vacancies also conduct, bind to acceptors, or compete with trapped holes?

(e) Evaluate the results for a 0.5 mm crystal with the rough parameters below, and judge their use for a 500 nm film and after cooling.

The parameters are round values in the regime of acceptor-doped strontium titanate, a high-permittivity oxide, at 1000 K:

- \(A=10^{19}\ \mathrm{cm^{-3}}\); gap \(E_g=2.7\) eV; effective density of states \(N=10^{21}\ \mathrm{cm^{-3}}\) for each band.
- Reduction energy \(H=6.0\) eV, with prefactor \(K_0=10^{73}\ \mathrm{cm^{-9}\,Torr^{1/2}}\).
- \(\mu_n=0.12\), \(\mu_p=0.06\) and vacancy mobility \(\mu_V=5\times10^{-4}\ \mathrm{cm^2/(V\,s)}\).

## Solution

### (a) Mass action

Measure electron energies from the valence-band edge. Let \(N_O\) be the density of oxygen sites and \(g_V\) the free energy of making a vacancy, apart from its configurational entropy, the energy of its two released electrons and the chemical potential \(\mu_O\) of the oxygen atom sent to the gas. The dilute free energy per volume is then

\[
\begin{aligned}
\frac{F}{kT}={}&n\left(\ln\frac nN-1+\frac{E_g}{kT}\right)+p\left(\ln\frac pN-1\right)\\
&+V\left(\ln\frac V{N_O}-1+\frac{g_V+\mu_O}{kT}\right).
\end{aligned}
\]

Charge neutrality requires

\[
2V+p=A+n. \tag{1}
\]

Three concentrations with one constraint leave two independent changes. Pair creation raises \(n\) and \(p\) equally. Oxygen removal raises \(V\) by one unit and \(n\) by two. Both preserve (1). Since \(d[c(\ln c-1)]/dc=\ln c\), stationarity under pair creation gives

\[
\ln\frac nN+\frac{E_g}{kT}+\ln\frac pN=0,
\qquad np=K_i=N^2e^{-E_g/kT}. \tag{2}
\]

Stationarity under oxygen removal gives

\[
2\ln\frac nN+\frac{2E_g}{kT}+\ln\frac V{N_O}+\frac{g_V+\mu_O}{kT}=0.
\]

An ideal \(\mathrm{O_2}\) gas has a chemical potential \(\text{constant}+kT\ln P\) per molecule. One atom carries half of it, so \(\mu_O=\mu_O^\circ+\tfrac12kT\ln P\). Exponentiating and collecting the factors independent of \(P\),

\[
n^2V\sqrt P=K_{\rm red}=K_0e^{-H/kT}. \tag{3}
\]

The terms \(c\ln c\) are convex, so this stationary state is a minimum of \(F\).

### (b) The quarter-power laws and their limits

If \(n,p\ll A\), equation (1) reduces to \(V=A/2\). Equations (3) and (2) then give

\[
n=\left(\frac{2K_{\rm red}}A\right)^{1/2}P^{-1/4},\qquad
p=\frac{K_i}{n}=K_i\left(\frac A{2K_{\rm red}}\right)^{1/2}P^{1/4}. \tag{4}
\]

The power has two sources. Half an oxygen molecule gives \(\sqrt P\), and the two electrons per vacancy give \(n^2\). A small fractional change of \(V\) suffices to change \(n\) greatly, which is why \(V\) can be held fixed while the carriers vary.

To find the limits, keep all of (1) and take the logarithmic derivative of (3):

\[
2\,d\ln n+d\ln V=-\tfrac12\,d\ln P.
\]

From \(V=(A+n-p)/2\), \(dn=n\,d\ln n\) and \(dp=-p\,d\ln n\), we have \(d\ln V=(n+p)\,d\ln n/(2V)\). Therefore

\[
\frac{d\ln n}{d\ln P}=-\frac{1/4}{1+(n+p)/(4V)}. \tag{5}
\]

The slope has lost about one percent of its size when \(n+p=0.04V\simeq0.02A\). Under strong reduction, \(n\gg A\) and \(V\simeq n/2\), so the slope tends to \(-1/6\). Under strong oxidation, holes replace vacancies as the compensating charge, \(V\to0\), and the slope tends to zero.

Equation (5) is negative for every \(V>0\). Thus \(n\) falls steadily with \(P\), even outside the quarter-power range.

### (c) The conductivity minimum

Equation (2) makes \(\sigma\) a function of \(n\) alone. Completing the square,

\[
\frac\sigma e=\mu_n n+\mu_p p
=\left(\sqrt{\mu_n n}-\sqrt{\mu_p p}\right)^2+2\sqrt{\mu_n\mu_pK_i}. \tag{6}
\]

The last term is constant because \(np=K_i\). The square vanishes when

\[
\mu_n n=\mu_p p, \tag{7}
\]

so the two carriers contribute equally to the conductivity. With \(p=K_i/n\), this fixes one pair of concentrations:

\[
n_*=\sqrt{\frac{\mu_pK_i}{\mu_n}},\qquad
p_*=\sqrt{\frac{\mu_nK_i}{\mu_p}},\qquad
\sigma_{\min}=2e\sqrt{\mu_n\mu_pK_i}. \tag{8}
\]

Since \(n\) is monotonic in \(P\), there is one corresponding pressure. It exists if the state has \(V>0\), that is, if \(A+n_*>p_*\). The concentrations are equal at the minimum only if the mobilities are equal. The value \(\sigma_{\min}\) contains neither \(A\) nor \(K_{\rm red}\): within this model, doping moves the minimum along the pressure axis without changing its depth.

In the quarter-power range, put \(n=n_*\) into (4):

\[
P_{\min}=\left(\frac{2K_{\rm red}}{A\,n_*^2}\right)^2
=\left(\frac{2\mu_nK_{\rm red}}{\mu_pAK_i}\right)^2. \tag{9}
\]

Equal concentrations require \(n^2=K_i\), hence \(P_{n=p}=(2K_{\rm red}/AK_i)^2=(\mu_p/\mu_n)^2P_{\min}\).

For the shape, let \(x=\ln(P/P_{\min})\). Then \(n=n_*e^{-x/4}\) and \(p=p_*e^{x/4}\). Each contribution is \(\sigma_{\min}/2\) at \(x=0\), so

\[
\sigma=\frac{\sigma_{\min}}2\left(e^{-x/4}+e^{x/4}\right)
=\sigma_{\min}\cosh\frac x4. \tag{10}
\]

### (d) Vacancy conduction, complexes and traps

**Vacancy conduction.** A vacancy carries charge \(2e\), so it adds \(2e\mu_VV\). Using \(2V=A+n-p\),

\[
\frac{\sigma_{\rm tot}}e=(\mu_n+\mu_V)n+(\mu_p-\mu_V)p+\mu_VA.
\]

If \(\mu_V<\mu_p\), the argument of (6) gives a minimum at \((\mu_n+\mu_V)n=(\mu_p-\mu_V)p\), provided that \(V>0\) there. In the quarter-power range \(n/p\propto P^{-1/2}\), so its position is

\[
\frac{P_{\rm tot}}{P_{\min}}=
\left[\frac{\mu_p(\mu_n+\mu_V)}{\mu_n(\mu_p-\mu_V)}\right]^2. \tag{11}
\]

If \(\mu_V\ge\mu_p\), the total rises steadily with \(n\) and has no minimum. These statements assume that all acceptors stay ionized; hole traps, treated below, make \(V\) depend on \(P\) and can move the total minimum far from (11).

**Complexes.** Let a vacancy and an acceptor bind into a complex of charge \(+e\) and concentration \(C=K_CA^-V\), where \(A^-\) is the concentration of unbound acceptors. For \(n,p\ll A\), neutrality reads \(2V+C=A^-\), while \(A^-+C=A\). Eliminating \(A^-\) gives \(V+C=A/2\). The total vacancy concentration is unchanged, but the free part is smaller. It still does not depend on \(P\), so the quarter powers survive. By (3), \(n_*^2V\sqrt{P_{\min}}\) is fixed, and \(P_{\min}\) grows as \(V^{-2}\).

**Hole traps.** Suppose an acceptor can bind a hole with energy \(E_t\). Without a degeneracy factor, the ionized part is \(A^-=A/(1+p/K_t)\), with \(K_t=Ne^{-E_t/kT}\). Let \(f=(p/K_t)/(1+p/K_t)\) be the neutral fraction. Then \(d\ln A^-=-f\,d\ln p\). For free holes few compared with \(A^-\), \(V=A^-/2\). Equations (2) and (3) give \(p^2=K_i^2V\sqrt P/K_{\rm red}\), so the slope \(s=d\ln p/d\ln P\) obeys

\[
2s=\tfrac12-fs,\qquad s=\frac{1/2}{2+f}. \tag{12}
\]

It falls from \(1/4\) towards \(1/6\) as trapping becomes strong, as long as \(p\ll A^-\). At still higher pressure free holes rival \(A^-\), \(V\to0\), and the slope drops below \(1/6\) towards zero. The slope remains positive, so \(n\) is still monotonic in \(P\). Condition (7) therefore still marks the minimum of \(\sigma\), although \(P_{\min}\) moves.

### (e) Numbers for the crystal

At 1000 K, \(kT=0.08617\) eV. Equations (2) and (3) give

\[
K_i=2.469\times10^{28}\ \mathrm{cm^{-6}},\qquad
K_{\rm red}=5.772\times10^{42}\ \mathrm{cm^{-9}\,Torr^{1/2}}.
\]

Thus \(\sqrt{K_i}=1.571\times10^{14}\ \mathrm{cm^{-3}}\). With \(\mu_n/\mu_p=2\), equation (8) gives \(n_*=1.11\times10^{14}\) and \(p_*=2.22\times10^{14}\ \mathrm{cm^{-3}}\). Each carrier contributes \(2.14\times10^{-6}\) S/cm, so \(\sigma_{\min}=4.27\times10^{-6}\) S/cm. The position is

\[
P_{\min}=\left[\frac{2(0.12)(5.772\times10^{42})}
{(0.06)(10^{19})(2.469\times10^{28})}\right]^2
=8.74\times10^{-9}\ \mathrm{Torr},
\]

or \(1.17\times10^{-6}\) Pa. Equal concentrations occur at one quarter of this pressure, \(2.19\times10^{-9}\) Torr, where \(\sigma\) is 6.1 percent above its minimum.

Solving (1)–(3) numerically by root finding, without setting \(V=A/2\), gives these partial conductivities:

| \(P\) (Torr) | \(\sigma_n\) (S/cm) | \(\sigma_p\) (S/cm) |
|---|---|---|
| \(10^{-14}\) | \(6.53\times10^{-5}\) | \(6.99\times10^{-8}\) |
| \(10^{-11}\) | \(1.16\times10^{-5}\) | \(3.93\times10^{-7}\) |
| \(10^{-5}\) | \(3.67\times10^{-7}\) | \(1.24\times10^{-5}\) |
| \(10^{-2}\) | \(6.53\times10^{-8}\) | \(6.98\times10^{-5}\) |

From \(10^{-14}\) to \(10^{-11}\) Torr, \(\sigma_n\) falls by a factor 5.6, as \(1000^{1/4}\) requires. The one-percent limits from (5) are about \(7\times10^{-22}\) and \(6\times10^3\) Torr, so carrier compensation does not disturb the law at the pressures in the table.

**What the crystal adds.** The ionic conductivity is \(8.0\times10^{-4}\) S/cm, about 190 times \(\sigma_{\min}\). With all acceptors ionized, equation (11) moves the total minimum by only 2.5 percent in pressure, but doubling the electronic part from its minimum would raise the total by about 0.5 percent. The electronic minimum is therefore nearly invisible in the total conductivity; the electronic part must be separated first.

For complexes, take a binding energy of 0.3 eV, six oxygen neighbours per acceptor and \(N_O=5\times10^{22}\ \mathrm{cm^{-3}}\), so that \(K_C=(6/N_O)e^{0.3\,\mathrm{eV}/kT}\). Then 3.7 percent of the vacancies are bound, and \(P_{\min}\) rises by the factor \(1/0.963^2=1.08\).

Traps 0.3 eV deep leave 0.26 percent of the acceptors neutral at 160 Torr, roughly the oxygen pressure of air, and the hole slope is 0.249. Traps 1.0 eV deep leave 80 percent neutral. The full neutrality condition then gives a slope of 0.177; equation (12) gives 0.179 because it neglects free holes beside \(A^-\). At the electronic minimum these deep traps matter much less: they raise \(P_{\min}\) by 5 percent. The total conductivity behaves differently. Each trapped hole also removes half a vacancy, so for \(p\ll K_t\) the hole coefficient in \(\sigma_{\rm tot}\) becomes \(\mu_p-\mu_V(1+A/K_t)\). For 1.0 eV traps \(A/K_t\simeq1100\) and this coefficient is negative; the total keeps falling with \(P\) and reaches its minimum only near 4 Torr.

**Relation to real material.** The parameters are rough, and the pressure depends exponentially on the energies. From (9), \(P_{\min}\propto e^{-2(H-E_g)/kT}\) at fixed prefactors and mobilities. An error of 0.1 eV in \(H-E_g\) moves it by a factor of 10, and a furnace 10 K too hot raises it by a factor of 2.1 if the gap is held at 2.7 eV, or 1.9 if the gap shrinks by 0.6 meV/K. The value \(9\times10^{-9}\) Torr thus illustrates the formula for these parameters; it is not a prediction for a particular crystal. A thin film also breaks the assumption of a uniform bulk, with the effect estimated next.

**A thin film.** Suppose each surface holds a positive potential \(\phi_0=0.5\) V, independent of \(P\), which expels vacancies from a layer of width \(w\). The remaining charge density is \(-eA\). Integrating Poisson's equation, with potential and field zero at the inner edge, gives

\[
\phi(y)=\phi_0\left(1-\frac yw\right)^2,\qquad
w=\sqrt{\frac{2\varepsilon_r\varepsilon_0\phi_0}{eA}},
\]

where \(y\) is the distance from the surface. For \(\varepsilon_r=100\), \(w=23.5\) nm. Electrons are enriched by \(e^{e\phi/kT}\) and holes are depleted by the inverse factor. Numerical integration over both layers gives as many extra electrons as 1470 nm of bulk contains.

For current along a 500 nm film, the mean electron concentration is multiplied by \(1+1466/500=3.93\), and the same integration for holes gives 0.94. These factors act like changed mobilities in (9), so \(P_{\min}\) rises by a factor \((3.93/0.94)^2\simeq17\). The sharp layer edge is an approximation: if the vacancies instead follow a Boltzmann distribution in the self-consistent potential, the factor is about 20. It is much more sensitive to the assumed \(\phi_0\): the sharp-edge estimate gives 4.5 for 0.4 V and about 100 for 0.6 V. The minimum still has equal electron and hole contributions, now summed over the thickness. For the 0.5 mm crystal, the shift is 0.6 percent. The bulk formula can therefore be used for the crystal, but not for this film without the surface correction.

**After cooling.** The laws describe the anneal. If vacancies freeze on cooling, (1) conserves \(p-n=2.22\times10^{14}-1.11\times10^{14}=1.11\times10^{14}\ \mathrm{cm^{-3}}\), counting trapped holes in \(p\). At 400 K, with 0.3 eV traps and complexes neglected, the free part is this excess divided by \(1+A/K_t\), or \(1.8\times10^{12}\ \mathrm{cm^{-3}}\). Holes already trapped at 1000 K, about \(Ap_*/K_t=7\times10^{13}\ \mathrm{cm^{-3}}\), would raise it by roughly two thirds. The complexes of 0.3 eV binding energy hold about 80 percent of the vacancies at 400 K and leave about \(0.6A\) free acceptors; if bound acceptors do not trap holes, this raises the free part by a further two thirds. With the 1000 K gap and band densities retained, \(\sqrt{K_i}\) at 400 K is only \(10^4\ \mathrm{cm^{-3}}\). In this estimate, the electronic conduction of a crystal annealed at its conductivity minimum is dominated by holes when cold. Without trapping during the anneal, an anneal at equal concentrations would leave no excess. With the 0.3 eV traps it still leaves \(5\times10^{13}\ \mathrm{cm^{-3}}\); the excess vanishes where \(n=p(1+A/K_t)\) at 1000 K, near \(1.2\times10^{-9}\) Torr. For these parameters the pressure that minimizes the electronic conductivity when cold thus lies about seven times below the one that minimizes it when hot; the two would coincide only if \(\mu_p/\mu_n=1+A/K_t\).

All numerical values are calculated from the stated model.
